# Detailed Balance from Kinetically Resolved Barriers in a Cluster Expansion

In a model nickel–chromium crystal at 1273 K, one chromium atom jumps into a neighbouring vacancy at a rate of \(5.02\times10^{8}\) s\(^{-1}\). The same atom jumps back at \(3.73\times10^{9}\) s\(^{-1}\), more than seven times faster. Yet in equilibrium the two jumps occur equally often, \(4.12\times10^{5}\) times per second each. The balance survives if the saddle-point energy is wrong, but it can fail if the two barriers carry separate errors of only 0.02 eV. Both facts follow from the way the barriers are built.

## States, exchanges and barriers

Consider a crystal of fixed composition with one vacancy. A configuration \(s\) states which species, or the vacancy, occupies each site. A cluster expansion assigns to it one energy \(E(s)\), a sum of interactions over occupied clusters. An exchange \(s\to s'\) moves one atom into the vacancy. Its reverse moves the same atom back over the same saddle. Unprimed directed quantities below belong to \(s\to s'\), primed ones to \(s'\to s\), and \(\Delta E=E(s')-E(s)\).

Let \(E_{\rm ts}\) be the saddle energy. The kinetically resolved activation (KRA) barrier is its height above the mean of the end energies:

\[
K=E_{\rm ts}-\tfrac12\,[E(s)+E(s')]. \tag{1}
\]

The barrier seen from \(s\) is \(B=E_{\rm ts}-E(s)\). Inserting \(E_{\rm ts}\) from (1) gives

\[
B=K+\tfrac12[E(s)+E(s')]-E(s)=K+\tfrac12\Delta E . \tag{2}
\]

For the reverse exchange \(\Delta E\) changes sign, so \(B'=K'-\tfrac12\Delta E\). A true saddle has one energy, hence \(K=K'\). In a simulation, however, \(K\) comes from a fitted function evaluated separately for each direction. Its symmetry is then a property of the fit and must be secured.

The rate is \(\Gamma=\nu e^{-B/kT}\), with prefactor \(\nu\). Detailed balance with respect to weights \(\pi\) means

\[
\pi(s)\,\Gamma=\pi(s')\,\Gamma' \tag{3}
\]

for every exchange. If two distinct paths join the same configurations, (3) is required of each path; adding the equations then balances the total rates.

## The proof

Take first \(\pi(s)=e^{-E(s)/kT}/Q\), where \(Q\) normalises the sum to one. The logarithm of the flux ratio is

\[
\ln\frac{\pi(s)\Gamma}{\pi(s')\Gamma'}
=\frac{\Delta E}{kT}+\ln\frac{\nu}{\nu'}-\frac{B-B'}{kT}. \tag{4}
\]

The constant \(Q\) has cancelled. From (2),

\[
B-B'=\Delta E+(K-K'), \tag{5}
\]

because the two halves of \(\Delta E\) add. Substitution in (4) removes \(\Delta E\):

\[
\ln\frac{\pi(s)\Gamma}{\pi(s')\Gamma'}
=\ln\frac{\nu}{\nu'}-\frac{K-K'}{kT}. \tag{6}
\]

If \(K=K'\) and \(\nu=\nu'\), the right side is zero and (3) holds for every exchange. The prefactor may depend on the hopping species, since the same atom makes both jumps. For equal prefactors, (6) also shows that \(K=K'\) is necessary.

The value of \(K\) does not enter. An error common to both directions multiplies both rates by the same factor. It can change the speed of equilibration and the diffusion coefficient, but not the equilibrium itself. Detailed balance is therefore no evidence that the barriers are accurate.

Detailed balance makes \(\pi\) stationary, because gain and loss cancel exchange by exchange. To show that no other law is stationary, let \(p\) be one, and set \(g=p/\pi\) and \(w(s,s')=\pi(s)\Gamma\), which is symmetric by (3). Stationarity reads \(\sum_{s'}w(s,s')[g(s')-g(s)]=0\). Multiply by \(g(s)\), sum over \(s\), and average the result with its copy in which \(s\) and \(s'\) are interchanged:

\[
-\tfrac12\sum_{s,s'}w(s,s')\,[g(s')-g(s)]^2=0 . \tag{7}
\]

Every term has the same sign, so \(g\) is equal at the two ends of each exchange. If exchanges connect all configurations, \(g\) is constant and \(p=\pi\).

## A chromium exchange worked through

The example is a periodic fcc cell of 27 sites with 23 Ni, 3 Cr and one vacancy. Let \(N\) and \(N_2\) count Cr–Cr pairs at first- and second-neighbour distance, \(Z\) the Cr first neighbours of the vacancy, and \(M\) the first-neighbour triangles formed by the vacancy and two Cr. The chosen energy, in eV, is

\[
E=0.06N-0.02N_2-0.03Z+0.02M. \tag{8}
\]

In this small cell a straight close-packed row closes on itself after three sites. Two neighbours on opposite sides of a site are therefore also first neighbours of each other, across the periodic boundary. Such a pair counts in \(N\), but the closed row does not count as a triangle in \(M\).

Sites near the exchanging pair fall into three groups. Four window sites adjoin both ends of the bond, seven adjoin only the vacancy (start side), and seven adjoin only the atom (end side). In the small cell the outermost start and end sites in line with the bond are one and the same site, which is counted in both groups. With \(n_w,n_s,n_e\) chromium atoms on them,

\[
K=K_0+0.03\,n_w+0.01\,(n_s+n_e)\ \text{eV}, \tag{9}
\]

where \(K_0\) is 1.10 eV for a Ni hop and 0.90 eV for a Cr hop. The prefactors are \(5\times10^{12}\) and \(6\times10^{12}\) s\(^{-1}\).

The opening exchange is the most strongly uphill Cr hop in the cell. It starts with \((N,N_2,Z,M)=(1,2,3,0)\) and ends with \((3,0,1,0)\). The initial Cr–Cr neighbours lie on opposite sides of the vacancy and touch only across the periodic boundary, so \(M=0\). From (8),

\[
E(s)=0.06-0.04-0.09=-0.07\ \text{eV},\qquad
E(s')=0.18-0.03=0.15\ \text{eV}.
\]

Thus \(\Delta E=0.22\) eV. There are two Cr on the start side and none on the window or end side, so \(K=0.90+0.02=0.92\) eV. Equation (2) gives \(B=0.92+0.11=1.03\) eV and \(B'=0.92-0.11=0.81\) eV.

With \(kT=0.1097\) eV the reverse rate is larger by \(e^{0.22/0.1097}=7.43\). The equilibrium probabilities are \(8.21\times10^{-4}\) and \(1.105\times10^{-4}\), whose ratio is also 7.43. The products are the equal fluxes quoted at the start. These probabilities refer to configurations merged when they differ only by a translation. Each merged class has 27 members of equal energy, so the merging does not alter the ratio.

There are 2600 such classes and 31,200 directed exchanges. Iterating the rate equation from equal weights, without using the Boltzmann formula, gave a stationary law whose logarithm differs from that of \(\pi\) by at most \(3.3\times10^{-15}\), which is rounding error.

## What symmetry demands of a local expansion

Equation (9) treats the start and end sides alike. The general requirement follows from describing the surroundings \(c\) in a frame fixed to the directed bond. The reverse exchange has the same hopping species and the same surrounding atoms, but its frame is turned round by an operation \(R\) that swaps the bond ends. Hence \(K=f(c)\) and \(K'=f(Rc)\).

Expand \(f(c)=\sum_\alpha L_\alpha\phi_\alpha(c)\) in linearly independent cluster functions. Since \(R\) carries clusters into clusters, \(\phi_\alpha(Rc)=\phi_{R^{-1}\alpha}(c)\). Relabelling the sum gives

\[
f(Rc)=\sum_\alpha L_{R\alpha}\,\phi_\alpha(c). \tag{10}
\]

By linear independence, \(K=K'\) for all surroundings if and only if \(L_{R\alpha}=L_\alpha\). On an fcc lattice, inversion through the bond midpoint is one such \(R\). If a bond joins inequivalent sites and no crystal symmetry swaps them, there is no such constraint on the coefficients. One then fixes a single orientation of the bond and evaluates the same function in that orientation for both directions.

**A hidden change of energy.** Suppose the start-side coefficient in (9) exceeds the end-side coefficient by \(\delta\), their mean being held fixed. The extra term in \(K\) is \(\tfrac12\delta(n_s-n_e)\). On reversal \(n_s\) and \(n_e\) trade places, so

\[
K-K'=\delta(n_s-n_e). \tag{11}
\]

Let \(h=1\) if the hopping atom is Cr and 0 if it is Ni. The vacancy has \(Z(s)=n_s+n_w+h\) Cr neighbours before the hop and \(Z(s')=n_e+n_w+h\) after it. Therefore \(K-K'=-\delta[Z(s')-Z(s)]\), and (5) becomes

\[
B-B'=\Delta(E-\delta Z). \tag{12}
\]

The rates still obey detailed balance, but for the wrong energy \(E-\delta Z\). For \(\delta=0.05\) eV the vacancy–Cr interaction has in effect gone from \(-0.03\) to \(-0.08\) eV. The mean number of Cr neighbours of the vacancy rises from 1.56 to 1.85; a random arrangement would give 1.38. No current betrays the fault.

If the same asymmetry is confined to Ni hops, the chain is again reversible. In a Cr hop the moving atom exchanges \(n_w+n_e\) Cr neighbours for \(n_w+n_s\), so \(\Delta N=n_s-n_e=-\Delta Z\), and \(Z+N\) is conserved. In a Ni hop \(N\) is unchanged, so \(\Delta(Z+N)=\Delta Z\). The effective energy is thus \(E-\delta(Z+N)\). The opening exchange illustrates the conservation: \(Z+N\) is 4 before and 4 after. The computed stationary laws agreed with both wrong energies to rounding error.

**Circulating currents.** Some asymmetries cannot be absorbed in any energy. If (3) holds for any positive weights, multiplying it around a closed loop of exchanges cancels all the weights. The product of rates one way round must then equal the product the other way. Add to the symmetric \(K\) the term \(\tfrac12\delta n_w(n_s-n_e)\), so that \(K-K'=-\delta n_w\Delta Z\). Around a loop in which the vacancy visits three mutually adjacent sites by Ni hops, the configuration returns to itself, the prefactors cancel and the \(\Delta E\) terms sum to zero:

\[
\ln\frac{\prod\Gamma}{\prod\Gamma'}=\frac{\delta}{kT}\sum_{\rm loop}n_w\,\Delta Z. \tag{13}
\]

In an extended fcc crystal, put one Cr next to the first and second sites of the triangle but not the third, and another next to the second alone. Then \(Z\) runs through 1, 2, 0 and back to 1, while \(n_w\) is 1 on the first step and 0 on the others. The sum is 1, not 0, and no equilibrium weights exist. In the 27-site cell with \(\delta=0.05\) eV the largest imbalance on such a three-site loop is 0.912, which is \(2\delta/kT\); longer loops can exceed it.

To measure the resulting currents, add the absolute differences between forward and reverse fluxes over all exchanges and divide by the sum of the fluxes. This net share of the traffic is 3.9 % here. It is zero under detailed balance.

The same measure shows what separate barrier fits can do. Random errors of standard deviation 0.02 eV, drawn independently for the two directions, gave a net share of 7.3 %. Errors of the same size but equal in both directions left the Boltzmann law intact to rounding error.

## Why the weight must be one half

Suppose the barrier is written \(B=K+a\Delta E\), with symmetric \(K\) and constant \(a\). Reversal gives \(B'=K-a\Delta E\), hence \(B-B'=2a\Delta E\). For equal prefactors the balanced weights are

\[
\pi_a(s)\propto e^{-2aE(s)/kT}. \tag{14}
\]

This is a Boltzmann law at the temperature \(T/(2a)\). It is the intended one only for \(a=\tfrac12\), unless all energies are equal. With \(a=0.6\) the configurations at 1273 K are populated as if at 1061 K, and the mean number of Cr neighbours becomes 1.60 instead of 1.56. In the limit \(a=0\), where the end-state difference is ignored, all configurations are equally likely.

Equation (14) does not forbid a saddle energy that varies with the reaction energy. \(K\) may depend on \(|\Delta E|\), which is the same in both directions. The odd part of the barrier is what must equal \(\Delta E/2\).

## Barriers that become negative

For \(\Delta E=0\) both barriers equal \(K\). As \(|\Delta E|\) grows the downhill barrier falls, and it reaches zero at \(|\Delta E|=2K\). Beyond that, the energy assigned to the saddle lies below the higher end state, and (1) no longer describes a pass between two minima.

Setting the negative barrier to zero while leaving the uphill one alone breaks the balance. The barriers then differ by \(K+|\Delta E|/2\) instead of \(|\Delta E|\), so the log flux ratio is wrong by

\[
\frac{|\Delta E|-(K+|\Delta E|/2)}{kT}=\frac{|\Delta E|/2-K}{kT}. \tag{15}
\]

To exhibit this, \(K\) was lowered to 0.02 eV for all exchanges, keeping the energies and temperature. Then 7.6 % of the directed barriers are negative and another 3.4 % are exactly zero. (The 8.3 % in the numerical output includes zeros that rounding made slightly negative.) The largest imbalance is \((0.11-0.02)/0.1097=0.82\). Balance is restored by changing \(K\) symmetrically:

\[
K\to\max(K,|\Delta E|/2). \tag{16}
\]

On the affected exchanges (2) then gives \(B=\max(0,\Delta E)\). With this repair the stationary law returned to the Boltzmann law. The repair secures the equilibrium, not the kinetics: a rate formula built on rare crossings has no basis where there is no barrier.

## Prefactors and vibrational weights

Constant prefactors assume that all configurations have the same vibrational free energy. In classical harmonic theory, let \(H_s\) be the mass-weighted matrix of second derivatives at the minimum \(s\), restricted in a periodic crystal to motions other than the three uniform translations, whose eigenvalues are zero. Let \(\det{}^{+}H_{\rm ts}\) be the product of the positive eigenvalues at the saddle. The prefactor and the equilibrium weight are

\[
\nu=\frac1{2\pi}\sqrt{\frac{\det H_s}{\det{}^{+}H_{\rm ts}}},\qquad
\pi(s)\propto\frac{e^{-E(s)/kT}}{\sqrt{\det H_s}}. \tag{17}
\]

In the flux the factor \(\det H_s\) cancels, and \(E(s)+B=E_{\rm ts}\):

\[
\pi(s)\,\Gamma\propto\frac{e^{-E_{\rm ts}/kT}}{2\pi\sqrt{\det{}^{+}H_{\rm ts}}}. \tag{18}
\]

The right side contains saddle properties alone, so it is the same in both directions. Unequal prefactors are therefore allowed when their ratio is \(\sqrt{\det H_s/\det H_{s'}}\) and \(\pi\) includes the vibrational factor. Prefactors fitted separately for each direction need not have this property.

A case with unequal wells is the potential, in eV with dimensionless coordinates and unit mass,

\[
V=(x^2-1)^2+0.15\left(x-\tfrac{x^3}{3}\right)+2e^{0.3x}y^2 . \tag{19}
\]

Its minima at \(x=\mp1\) have energies \(\mp0.10\) eV. The saddle lies at 1.0028 eV, which is also \(K\), since the end energies average to zero. The second derivatives are 8.3 and \(4e^{-0.3}\) on the left, 7.7 and \(4e^{0.3}\) on the right. The prefactor ratio is thus \(\sqrt{(8.3/7.7)e^{-0.6}}=0.769\).

At \(kT=0.02\) eV the predicted logarithm of the rate ratio, left-to-right over right-to-left, is \(\ln0.7691-0.20/0.02=-10.2625\). Rates obtained by integrating the thermal flux through the line \(x=x_{\rm ts}\) and dividing by the partition function of each well give \(-10.2606\). The discrepancy halves when \(kT\) is halved, as expected of the leading anharmonic correction. Equal prefactors would miss the logarithm by 0.26.

## Residence times

A simulation that records one configuration per jump does not sample \(\pi\) directly. Let \(\Gamma_{\rm tot}(s)\) be the total exit rate. The next jump is \(s\to s'\) with probability \(\Gamma/\Gamma_{\rm tot}(s)\). Visit weights \(v(s)\propto\pi(s)\Gamma_{\rm tot}(s)\) make the flux of visits proportional to \(\pi(s)\Gamma\), which is balanced by (3). Visits thus favour configurations that are left quickly, and each must be weighted by its mean residence time \(1/\Gamma_{\rm tot}\) to recover \(\pi\). Here the unweighted average of \(Z\) is 1.556 against the correct 1.564. The difference is small for this quantity and these parameters.

## The model beside a real alloy

The parameters are round values in the rough regime of nickel–chromium heat-resisting alloys, not fitted first-principles results. The cell has 11.5 % Cr among its atoms; such alloys often contain more. Its vacancy fraction, 0.037, is far from typical. A rough formation energy of 1.4 eV, with formation entropy ignored, gives \(3\times10^{-6}\), so atomic transport rates from the cell would have to be reduced by a factor of about \(10^4\). This scaling leaves the balance of each exchange untouched.

Differences in vibration between the end states are also neglected. If 36 modes, three for each of twelve neighbours, all had 1 % higher frequencies in one end state, the classical population ratio would change by a factor of 1.43. An error of 0.02 eV in \(\Delta E\) changes it by 1.20. Neither breaks detailed balance if treated consistently, but both move the equilibrium. Tunnelling, estimated with a barrier frequency of 6 THz, raises the rates by 0.2 %, and equally in both directions because the saddle is shared. The shortest mean residence time is \(1.8\times10^{-10}\) s, about 1100 vibration periods, which supports treating successive hops as thermally independent.

An oxidising component breaks the assumption of a closed crystal. Vacancies appear and vanish at interfaces, and chromium is drawn towards the oxide, so real net currents flow. Equation (3) then no longer describes the actual populations, but the ratio \(\Gamma/\Gamma'=e^{-\Delta E/kT}\) still applies to each bulk hop while the lattice remains locally thermal and the prefactors are equal. With rates that obey it, a net current reflects the boundary conditions or the approach to equilibrium. Rates that violate it around closed loops add currents of their own. The remaining values are in the numerical output.

## Computed results

```
Temperature 1273 K, kT = 0.10970 eV
Cr-Cr 1st, 2nd neighbour: 0.060, -0.020 eV
Vacancy-Cr pair, vacancy-Cr-Cr triangle: -0.030, 0.020 eV
K in pure Ni surroundings, Ni and Cr hop: 1.10, 0.90 eV
K per Cr on window site, on side site: 0.030, 0.010 eV
Prefactors Ni, Cr: 5.0e+12, 6.0e+12 1/s
Sites 27, Cr 3, Cr share of atoms 11.5 %
Configurations 2600, directed exchanges 31200
Barrier range: 0.8100 to 1.1900 eV
Main: max |ln(stationary/Boltzmann)| = 3.3e-15
Main: max |ln(forward/reverse flux)| = 3.3e-15
Worked exchange (Cr hop); counts: CrCr1, CrCr2, VCr, VCrCr
  counts initial: 1, 2, 3, 0
  counts final: 3, 0, 1, 0
  Cr on window, start side, end side: 0, 2, 0
  E initial, final, difference: -0.0700, 0.1500, 0.2200 eV
  K = 0.9200 eV
  barriers forward, reverse: 1.0300, 0.8100 eV
  rates forward, reverse: 5.0165e+08, 3.7272e+09 1/s
  probabilities initial, final: 8.2120e-04, 1.1053e-04
  fluxes forward, reverse: 4.11957e+05, 4.11957e+05 1/s
Barrier error used in tests: 0.020 eV (standard deviation)
  symmetric error: max |ln(stationary/Boltzmann)| = 3.8e-15
  independent errors: net share of traffic = 7.33 %
Start-end asymmetry delta = 0.050 eV per Cr
  all hops: mismatch to energy E - delta*Z = 5.0e-15
  all hops: max |ln(stationary/Boltzmann)| = 0.778
  Ni hops only: mismatch to E - delta*(Z + CrCr1) = 3.7e-15
  Ni hops only: max |ln(stationary/Boltzmann)| = 1.469
  many-body: largest |ln(loop rate products)| = 0.912
  many-body: net share of traffic = 3.934 %
Weight a = 0.60: effective temperature 1060.8 K
  mismatch to Boltzmann law at that temperature = 2.9e-15
Low-barrier test K = 0.020 eV: negative barriers 8.31 %
  clipped: max |ln(forward/reverse flux)| = 0.820
  clipped: max |ln(stationary/Boltzmann)| = 0.589
  repaired: max |ln(stationary/Boltzmann)| = 1.8e-15
Visit law: mismatch to probability*exit rate = 2.7e-15
Mean number of Cr neighbours of the vacancy:
  random 1.3846, Boltzmann 1.5642, stationary 1.5642
  per visit 1.5564, asymmetric K 1.8478, wrong weight 1.5991
2D potential: E left, right, saddle = -0.1000, 0.1000, 1.0028 eV
  K = 1.0028 eV, prefactor ratio = 0.7691
  kT 0.02 eV: ln(kf/kr) quadrature -10.26062, harmonic -10.26248
    error of ln sqrt(kf*kr) from K: -0.00392
  kT 0.01 eV: ln(kf/kr) quadrature -20.26156, harmonic -20.26248
    error of ln sqrt(kf*kr) from K: -0.00194
Tunnelling: h*nu/kT = 0.2262, Wigner factor = 1.00213
Vibrations: 36 modes shifted 1 %: factor 1.431
Vacancy fraction: cell 0.0370, real 2.9e-06 (rough 1.4 eV)
Shortest mean residence 1.78e-10 s = 1067 Cr periods
Energy-difference error 0.020 eV: population factor 1.200
```
